\section*{Choosing the width of phonon wave packets for interface transmission}

\section{One vibration meets an interface}

Heat crosses the boundary between undoped silicon and germanium mainly as lattice vibrations, and a vibration that reaches the boundary is in general reflected, partly or wholly. To measure the transmitted share for one mode in an atomistic simulation, we can start a cold crystal with a travelling packet of that mode, wait until it has struck the interface, and compare the energy on the far side with the total.

A packet of finite length contains a range of wavevectors. A short packet therefore blurs the transmission curve, while a long one needs a long crystal. How wide should it be? We first work through a chain simple enough for pencil and paper, then state the method generally and apply it to a silicon/germanium-like interface.

\section{The chain and its transmission}

Take a chain of atomic planes moving along the chain direction. Planes $n\le-1$ have mass $m_1$, planes $n\ge0$ have mass $m_2=\mu m_1$ with $\mu>1$, and all neighbours are joined by equal harmonic springs $K$. We use lattice units $K=m_1=d=1$, with $d$ the plane spacing. On the left,
\begin{equation}
\ddot u_n=u_{n+1}+u_{n-1}-2u_n .
\end{equation}
Inserting $e^{i(qn-\omega t)}$ gives $\omega^2=2-2\cos q=4\sin^2(q/2)$. The right side has the same form divided by $\mu$. The interface does not change in time, so the frequency is conserved:
\begin{equation}
\omega=2\sin\frac{q_1}{2}=\frac{2}{\sqrt\mu}\sin\frac{q_2}{2},\qquad
v_1=\cos\frac{q_1}{2},\quad v_2=\frac{1}{\sqrt\mu}\cos\frac{q_2}{2},
\label{disp}
\end{equation}
where $v=d\omega/dq$ is the group velocity.

On the left write $u_n=e^{iq_1n}+re^{-iq_1n}$, and on the right $u_n=te^{iq_2n}$. The equation for plane $-1$ is an ordinary left-crystal equation containing $u_0$, so the left form remains valid at $n=0$. Similarly, the equation for plane $0$ carries the right form to $n=-1$. Equating the two forms at both planes,
\begin{equation}
1+r=t,\qquad e^{-iq_1}+re^{iq_1}=te^{-iq_2}.
\end{equation}
Eliminating $t$, then using $t=1+r$,
\begin{equation}
r=\frac{e^{-iq_2}-e^{-iq_1}}{e^{iq_1}-e^{-iq_2}},\qquad
t=\frac{2i\sin q_1}{e^{iq_1}-e^{-iq_2}} .
\end{equation}

Energy transmission is a ratio of powers. The force exerted on plane $n+1$ by its left neighbour is $-(u_{n+1}-u_n)$. For a wave of amplitude $B$ its mean power is
\begin{equation}
\tfrac12\,\mathrm{Re}\left[-(1-e^{-iq})\,i\omega|B|^2\right]=\tfrac12\omega|B|^2\sin q .
\end{equation}
Hence $T=|t|^2\sin q_2/\sin q_1$. Since $|e^{iq_1}-e^{-iq_2}|^2=2-2\cos(q_1+q_2)=4\sin^2[(q_1+q_2)/2]$,
\begin{equation}
T=\frac{\sin q_1\sin q_2}{\sin^2[(q_1+q_2)/2]},\qquad
R=|r|^2=\frac{\sin^2[(q_1-q_2)/2]}{\sin^2[(q_1+q_2)/2]} .
\label{T}
\end{equation}
The identity $\sin^2\frac{a+b}2-\sin^2\frac{a-b}2=\sin a\sin b$ confirms $T+R=1$.

For long waves $q_2\to\sqrt\mu\,q_1$ and $T\to4\sqrt\mu/(1+\sqrt\mu)^2$, the acoustic mismatch result for this chain. Above $\omega=2/\sqrt\mu$ the heavy crystal has no travelling wave, and $T=0$.

Now choose $\mu=2$ and $q_1=\pi/3$. Then $\sin(q_2/2)=\sqrt2\cdot\frac12$, so $q_2=\pi/2$. With $\sin^2(5\pi/12)=(2+\sqrt3)/4$,
\begin{equation}
T=\frac{\sqrt3}{2}\,\frac{4}{2+\sqrt3}=4\sqrt3-6\approx0.928 .
\end{equation}

\section{Two waves already show the blur}

Replace the single wave by two very long wave trains of equal length, at $q_0\pm\delta$, with equal displacement amplitudes. The energy of each train is then proportional to $\omega^2$. We wait until both trains have been scattered completely and divide the energy that has crossed by the total. (A ratio of steady powers would instead give each wave an extra weight $v_1$.) The interference between different frequencies averages out over the long trains, so the measured transmission is
\begin{equation}
\bar T=\frac{(\omega^2T)_{q_0+\delta}+(\omega^2T)_{q_0-\delta}}
{(\omega^2)_{q_0+\delta}+(\omega^2)_{q_0-\delta}} .
\end{equation}
In each sum the odd powers of $\delta$ cancel. With primes for derivatives with respect to incident wavevector,
\begin{align}
\bar T&=\frac{\omega^2T+\frac12\delta^2(\omega^2T)''}{\omega^2+\frac12\delta^2(\omega^2)''}+O(\delta^4)\nonumber\\
&=T+\frac{\delta^2}{2}\,\frac{(\omega^2T)''-T(\omega^2)''}{\omega^2}+O(\delta^4).
\end{align}
The product rule leaves $\omega^2T''+2(\omega^2)'T'$ in the last numerator, and $(\omega^2)'=2\omega v_1$. Therefore
\begin{equation}
\bar T=T+\frac{\delta^2}{2}C+O(\delta^4),\qquad C=T''+\frac{4v_1}{\omega}T' .
\label{C}
\end{equation}
The first term of $C$ is the curvature of the transmission curve. The second arises because the higher-frequency wave carries more energy.

To find $C$ by hand, let $p=dq_2/dq_1=v_1/v_2$ and $s=(q_1+q_2)/2$. Differentiating the logarithm of (\ref{T}) once and twice,
\begin{align}
\frac{T'}T&=\cot q_1+p\cot q_2-(1+p)\cot s,\\
\frac{T''}{T}-\left(\frac{T'}T\right)^2&=-\csc^2q_1+p'\cot q_2-p^2\csc^2q_2\nonumber\\
&\quad-p'\cot s+\tfrac12(1+p)^2\csc^2s,
\end{align}
where $p'=\frac p2[p\tan(q_2/2)-\tan(q_1/2)]$. In our example $p=\sqrt3$, $p'=1$ and $\cot s=2-\sqrt3$. The first line gives $T'/T=1-2/\sqrt3$. The second gives $-\frac43-3-(2-\sqrt3)+4=\sqrt3-\frac73$. Adding $(1-2/\sqrt3)^2=\frac73-4/\sqrt3$ yields $T''/T=-1/\sqrt3$. Since $4v_1/\omega=2\cot(q_1/2)=2\sqrt3$,
\begin{equation}
C=(4\sqrt3-6)\left[-\frac1{\sqrt3}+2\sqrt3-4\right]=44-26\sqrt3\approx-1.03 .
\end{equation}
The blurred reading is too low.

\section{From two waves to a Gaussian packet}

Let the displacement envelope be $\exp[-(n-n_0)^2/(4\sigma^2)]$. The energy density follows its square, so for a packet many wavelengths long $\sigma$ is the standard deviation of the energy density. The Fourier amplitude is proportional to $\exp[-\sigma^2(q-q_0)^2]$. Its square has variance $1/(4\sigma^2)$, so the wavevector spread is $1/(2\sigma)$.

When the scattered packets have separated, the transmitted energy is the power through the interface integrated over time. Different frequencies then contribute separately:
\begin{equation}
T_{\rm packet}=\frac{\int\omega^2|a(q)|^2T(q)\,dq}{\int\omega^2|a(q)|^2\,dq}
=T(q_0)+\frac{C}{8\sigma^2}+O(\sigma^{-4}).
\label{bias}
\end{equation}
The second equality is (\ref{C}) with $\delta^2$ replaced by $1/(4\sigma^2)$. A bias of magnitude $\varepsilon$ thus needs $\sigma=\sqrt{|C|/(8\varepsilon)}$. For the hand example and $\varepsilon=0.001$ this is about 11 planes.

The expansion requires $1/(2\sigma)$ to be much smaller than the distance from $q_0$ to a band edge. Near the heavy-crystal cutoff $q_c$, $\sin q_2$ is proportional to $\cos(q_2/2)=\sqrt{1-\mu\sin^2(q_1/2)}$, so $T\propto(q_c-q_1)^{1/2}$ and $C$ diverges as $-(q_c-q_1)^{-3/2}$. Modes there demand much wider packets.

The starting velocities matter too. A wave moving right needs $\dot u(q)=-i\omega(q)u(q)$ for each Fourier component. Suppose we use the single frequency $\omega_0=\omega(q_0)$ instead. If $f$ and $b$ are the forward and backward parts of a component $a$, then
\begin{equation}
f+b=a,\quad \omega(f-b)=\omega_0a\quad\Rightarrow\quad
b=\frac a2\left(1-\frac{\omega_0}{\omega}\right)\approx\frac{v_1(q-q_0)}{2\omega_0}\,a .
\end{equation}
Squaring and averaging gives a backward energy fraction $[v_1/(4\sigma\omega_0)]^2$ to leading order. This part is counted as energy that did not cross. The forward part changes too: its weight in (\ref{bias}) becomes $(\omega+\omega_0)^2|a|^2/4$ instead of $\omega^2|a|^2$, which favours high frequencies less. Where $T$ falls with frequency, this second effect raises the reading and can outweigh the first.

\section{How much crystal the packet needs}

Give the packet a left lead of $L_1=2z\sigma$ planes and start it at the centre, clipped at both ends; $z$ counts standard deviations on each side. Neglecting dispersion, its trailing edge reaches the interface after $L_1/v_1$. The reflected front is then at the outer left end, and the transmitted front has travelled $L_1v_2/v_1$. If no outgoing packet is to meet an end before the reading,
\begin{equation}
N=2gz\sigma,\qquad g=1+\frac{v_2}{v_1} .
\label{N}
\end{equation}
The transmitted packet has width $\sigma v_2/v_1$, because it crosses the interface in the same time but leaves at a different speed. If only energies are counted, half the right lead suffices: the front returning from its end then reaches the interface just at the reading.

For fixed $N$, a larger $\sigma$ reduces the blur but also reduces $z$. The energy fraction clipped from the Gaussian is $\mathrm{erfc}(z/\sqrt2)$. We add it to the bias as a cautious estimate of the truncation error. It is not a rigorous bound, since sharp cuts also introduce new wavevectors. Using (\ref{N}) to replace $\sigma$,
\begin{equation}
E(z)=\frac{|C|g^2z^2}{2N^2}+\mathrm{erfc}\frac z{\sqrt2},\qquad
\frac{dE}{dz}=\frac{|C|g^2z}{N^2}-\sqrt{\frac2\pi}\,e^{-z^2/2}.
\end{equation}
Setting the derivative to zero gives
\begin{equation}
ze^{z^2/2}=X,\qquad X=\sqrt{\frac2\pi}\,\frac{N^2}{|C|g^2} .
\end{equation}
Squaring gives $z^2e^{z^2}=X^2$. The Lambert function $W$ is defined by $We^W=y$ for argument $y$, so
\begin{equation}
z_*=\sqrt{W(X^2)},\qquad \sigma_*=\frac{N}{2gz_*}.
\label{best}
\end{equation}
Both terms of $E$ have positive second derivative for $z>0$, so this is the minimum of the budget.

\section{The method in general}

Equation (\ref{bias}) used the chain only through $\omega(q)$ and a smooth $T(q)$. It therefore also holds for a selected phonon branch at normal incidence in a harmonic crystal, with $T$ the total transmitted energy fraction and $a(q)$ multiplying the mode's mass-normalised polarisation vector. If several branches leave the interface, the fastest on each side sets the length of that side. Then $g$ is the sum of two speeds divided by $v_1$: that of the fastest transmitted branch, and that of the fastest reflected branch or $v_1$, whichever is larger. The packet still fills only the $L_1=2z\sigma$ planes next to the interface. The procedure is as follows.
\begin{enumerate}
\item Choose the incident mode; find its frequency and the incoming and outgoing group velocities.
\item Estimate $C$ from a model, or from trial packets of two widths.
\item For a given $N$ use (\ref{best}); for a given error, increase $N$ until the minimum budget meets it.
\item Launch the one-way packet in a crystal otherwise at rest, and evolve it for $L_1/v_1$.
\item Divide the energy beyond the interface by the total.
\item Repeat with half the width. While clipping and higher-order terms are negligible, the bias quadruples, so $T(q_0)\approx[4T_{\rm packet}(\sigma)-T_{\rm packet}(\sigma/2)]/3$.
\end{enumerate}

\section{An 8 THz mode in 400 planes}

Along [100], successive (100) planes of silicon are equivalent apart from a rotation, and its longitudinal acoustic and optical branches unfold into one branch of a chain of planes. We take rough typical inputs: masses 28.09 and 72.63 u, plane spacing 0.1358 nm and a silicon branch top of 15.5 THz. The model germanium cutoff is then 9.64 THz.

At 8 THz, $q_1=1.0847$ and $q_2=1.9580$ rad per plane. Equation (\ref{T}) gives
\begin{equation}
T=\frac{0.8841\times0.9260}{0.9976}=0.821 .
\end{equation}
An independent plane-by-plane recursion of the equations of motion agreed with (\ref{T}) to within $10^{-10}$ at 1, 4, 8 and 9.3 THz.

Here $C=-4.78$ and $v_2/v_1=0.405$, so $g=1.405$. For $N=400$ planes, or 54.3 nm, $X\approx1.35\times10^4$ and $z_*=4.03$. Hence
\begin{equation}
\sigma_*=\frac{400}{2\times1.405\times4.03}=35.3\ \text{planes}=4.80\ \text{nm}.
\end{equation}
The frequency spread is 0.094 THz, far less than the 1.64 THz to the cutoff. The leads have 285 and 115 planes, and the run lasts 6.83 ps.

The table shows packets in this same cell, evolved by its normal modes. Errors are signed differences from $T(q_0)$, not relative ones; the third column is the average in (\ref{bias}) for an unclipped Gaussian.
\begin{center}
\begin{tabular}{rrrr}
$\sigma$ (planes) & measured error & average error & clipped energy\\
8.8 & $-0.00835$ & $-0.00835$ & negligible\\
17.7 & $-0.00195$ & $-0.00195$ & negligible\\
35.3 & $-0.00049$ & $-0.00048$ & $5.5\times10^{-5}$\\
70.7 & $-0.00292$ & $-0.00012$ & 0.044\\
142.5 & $-0.00876$ & $-0.00003$ & 0.32
\end{tabular}
\end{center}
The first three rows are governed by blur. In the last two, where the packet is strongly clipped, the error far exceeds the blur of an unclipped packet. Of these five widths $\sigma_*$ gives the smallest error. The clipped energy far exceeds the truncation error in the last two rows, so the truncation term of the budget is indeed cautious here, and the smallest actual error lies at a slightly larger width: about $-0.00045$ near $\sigma=40$ planes. The measured errors in the last two rows hold only to about 10\%: they depend on details such as the carrier phase at the cuts and how the energy of the interface spring is divided, and range from $-0.0029$ to $-0.0032$ and from $-0.0088$ to $-0.0096$. The second and third readings, 0.81876 and 0.82021, extrapolate to 0.8207, in agreement with $T(q_0)$.

The transmitted packet has a width of 14.4 planes, against 14.3 from $\sigma v_2/v_1$. Shortening the right lead to 57 planes changes the reading from 0.82021 to 0.82025. In a separate trial with $\sigma=8$ planes, the single-frequency start sent $6.71\times10^{-4}$ of the energy backwards; the formula gives $6.72\times10^{-4}$.

Minimum budgets of $10^{-2}$, $10^{-3}$ and $10^{-4}$ require 75, 282 and 1011 planes. The first length is slightly optimistic, because the budget omits the higher-order blur of so short a packet. Each tenfold improvement costs more than a factor $\sqrt{10}$ in length because $z_*$ also grows. A packet in the 282-plane cell (38.2 nm) had an error of $-0.00093$. Frequency matters as well: a bias of 0.001 needs $\sigma=9.1$ planes at 4 THz, 24.4 at 8 THz and 88.6 at 9.3 THz. The full figures are in the numerical output.

\section{What the number means for a real interface}

The numerical error at $\sigma_*$ is smaller than the uncertainty of the model. Its silicon sound speed is 6.6 km/s, well below a rough real value of 8.4 km/s. Second-neighbour springs chosen to restore that speed give a packet reading of 0.842. Real germanium also has a lower branch top, roughly 9.1 THz. Softening its springs to match, with the mean of the two spring constants at the interface, gives $T=0.785$. The two changes act in opposite directions, and made together they give 0.818. Since each rough input alone moves $T$ by 0.02 to 0.04, two decimal places are already generous for the real material, even for an ideal interface.

Packet amplitude and temperature must also be small. With a cubic spring term set by a rough Gr\"uneisen parameter of 1, a peak displacement of 1 pm changes the reading at $\sigma_*$ by $-7\times10^{-5}$, but 10 pm changes it by $-0.007$. The shift depends on the packet as well as the amplitude: at half the width, 10 pm gives only $-0.0013$. Quartic terms enter at the same order in amplitude, so these figures give the scale only. At 300 K, a rough phonon lifetime of 10 ps would mean that half the packet is scattered during the run, which is why the crystal starts at rest. In a room-temperature conductance, the mode's contribution must be weighted by its heat capacity, which is 0.87 of the classical value.

The 4.2\% difference in plane spacing is ignored here, and its effect on the springs was not computed. Real interfaces may also be rough or intermixed, and heat arrives at oblique angles, where polarisations can convert. The size of those changes is not determined by this calculation. They require a three-dimensional cell and a new $T(q)$, from which the packet width must be chosen again.

\section*{Table of computed values}
\begin{verbatim}
Spring per atom 110.6 N/m; plane spacing 0.1358 nm
Inputs: masses 28.09, 72.63 u; silicon branch top 15.5 THz
Model germanium cutoff 9.639 THz; mode frequency 8.0 THz
Wavevectors left, right: 1.0847, 1.9580 rad/plane
Group velocities left, right: 5.663, 2.294 km/s; ratio v2/v1 0.4051
Mode transmission T(q0) 0.82071; bias coefficient C -4.780
At 4.0 THz: T 0.9317, C -0.66, sigma for bias 0.001 9.1 planes, averaged bias -0.001011
At 8.0 THz: T 0.8207, C -4.78, sigma for bias 0.001 24.4 planes, averaged bias -0.001010
At 9.3 THz: T 0.5637, C -62.87, sigma for bias 0.001 88.6 planes, averaged bias -0.001011
Backward energy, sigma 8 planes: single-frequency start 6.713e-04, formula 6.723e-04, one-way start 1.5e-26
Cell 400 planes = 54.31 nm; left 285, right 115 planes; run time 6.833 ps
Best z 4.030; best sigma 35.32 planes = 4.796 nm; budget 5.35e-04
Its wavevector spread 0.01415 rad/plane; frequency spread 0.0940 THz
Width scan: sigma (planes), z, measured T, T error, spectral-average error, clipped energy
  8.83  16.14  0.81236  -0.00835  -0.00835  1.4e-58
  17.66  8.07  0.81876  -0.00195  -0.00195  7.1e-16
  35.32  4.03  0.82021  -0.00049  -0.00048  5.5e-05
  70.65  2.02  0.81779  -0.00292  -0.00012  4.4e-02
  142.50  1.00  0.81194  -0.00876  -0.00003  3.2e-01
Transmitted width: measured 14.41 planes, sigma*v2/v1 14.31 planes
Half-length right lead (57 planes): measured T 0.82025
Budget 1e-02: cell 75 planes = 10.2 nm, sigma 8.4 planes, z 3.16
Budget 1e-03: cell 282 planes = 38.2 nm, sigma 25.9 planes, z 3.86
  packet run in that cell: T error -0.000929
Budget 1e-04: cell 1011 planes = 137.3 nm, sigma 81.0 planes, z 4.44
Second-neighbour spring ratio 0.154 (rough sound speed 8.4 km/s, model 6.61 km/s): T 0.8417
Germanium springs scaled by 0.891 (rough top 9.1 THz): T 0.7851
Harmonic velocity Verlet, step 1.03 fs: T 0.82021
Cubic anharmonicity (rough Grueneisen 1.0), amplitude 1 pm: T change -7.01e-05
Cubic anharmonicity (rough Grueneisen 1.0), amplitude 10 pm: T change -6.89e-03
Scattered during run at 300 K (rough lifetime 10 ps): fraction 0.50
Phonon energy 33.09 meV; heat-capacity weight at 300 K 0.874 of classical
Plane-spacing mismatch 4.2 %
\end{verbatim}
